# Stage two between two voltage plateaus in mean-field lithiated graphite

When a graphite electrode takes up lithium, its voltage falls in steps joined by long flat stretches. The lithium lies in the galleries between carbon sheets, and at about half filling the galleries alternate: one is nearly full, the next nearly empty. This arrangement is called stage two. In a simple mean-field model, two interactions suffice to produce it between two flat stretches: attraction between lithium atoms in one gallery, and repulsion between lithium in neighbouring galleries.

Let $x_1$ and $x_2$ be the fractions of occupied sites in the odd and even galleries, so that the composition is Li$_x$C$_6$ with $x=(x_1+x_2)/2$. In mean field each atom feels the average filling around it. The free energy per pair of sites, one in each kind of gallery, is

$$G=\varepsilon(x_1+x_2)-\frac a2(x_1^2+x_2^2)+b\,x_1x_2+kT[s(x_1)+s(x_2)],$$

$$s(y)=y\ln y+(1-y)\ln(1-y).$$

Here $a>0$ measures an effective in-plane attraction, which may include the shared cost of opening a gallery, and $b>0$ the repulsion, which includes both neighbours of a gallery. The term $kTs$ is minus temperature times the mixing entropy. Elastic strain between regions, vibrational entropy and the filling of electron bands are left out.

Measure the lithium chemical potential $\mu$ from lithium metal. Moving one atom from the metal into graphite delivers the work $eV=-\mu$, so a rising $\mu$ is a falling voltage. At given $\mu$, equilibrium minimizes $\Omega=G-\mu(x_1+x_2)$. Since $s'(y)=\ln[y/(1-y)]$, a stationary state obeys

$$\mu=\varepsilon-ax_i+bx_j+kT\ln\frac{x_i}{1-x_i},\qquad j\ne i.$$

If two minima with different $x$ have equal $\Omega$, then $G_B-G_A=\mu(N_B-N_A)$ with $N=x_1+x_2$. This is the common-tangent condition. Mixtures of the two phases then cover all intermediate compositions at one $\mu$, which is a voltage plateau.

At $T=0$, $G$ is concave in each filling separately, so the minima lie at corners of the square of fillings. The values of $\Omega$ for empty, stage two and full are

$$0,\qquad \varepsilon-\frac a2-\mu,\qquad 2\varepsilon-a+b-2\mu.$$

Equating neighbours gives the two steps

$$\mu_A=\varepsilon-\frac a2,\qquad \mu_B=\varepsilon-\frac a2+b.$$

For $b>0$, stage two has the lowest $\Omega$ between them, a window of width $b$. For $b<0$ the order is reversed: empty and full have equal $\Omega=0$ at $\mu_0=(\mu_A+\mu_B)/2$, where stage two has $\Omega=-b/2>0$. One step then remains. Within this model, repulsion between galleries therefore creates the intermediate phase.

For $T>0$, look first at $\mu_0=\varepsilon-a/2+b/2$ and write $x_i=(1+m_i)/2$. Using $-\frac a2x_i^2=-\frac a2x_i+\frac a2x_i(1-x_i)$ and $x_i(1-x_i)=(1-m_i^2)/4$, the terms linear in $m_i$ cancel:

$$\Omega(\mu_0)=\frac{a-b}{4}-\frac a8(m_1^2+m_2^2)+\frac b4m_1m_2+kT\sum_i s(x_i).$$

From $(m_1+m_2)^2\ge0$ follows $m_1m_2\ge-(m_1^2+m_2^2)/2$, hence

$$\Omega(\mu_0)\ge\frac{a-b}4+\sum_i\phi(m_i),\qquad \phi(m)=-\frac{a+b}8m^2+kTs,$$

with equality when $m_2=-m_1$. Because $ds/dm=\frac12\ln[(1+m)/(1-m)]=\operatorname{artanh}m$, the minima of $\phi$ obey

$$m=\tanh\frac{(a+b)m}{4kT}.$$

For $kT<(a+b)/4$ they lie at $\pm m^*\ne0$. The choice $m_1=m^*$, $m_2=-m^*$ reaches the lower bound, while equal signs do not. Stage two, at $x=1/2$, is thus the global minimum at $\mu_0$ within this model, up to exchange of the galleries.

It remains to show that stage two is entered and left by jumps, and to count them. For any $\mu$ the same rewriting of the $a$ term gives

$$\Omega=L+w(x_1)+w(x_2),\qquad L=(\mu_A-\mu)(x_1+x_2)+b\,x_1x_2,$$

$$w(y)=\frac a2y(1-y)+kTs(y).$$

The function $L$ is linear in each filling, so it is a weighted average of its four corner values, with weights such as $x_1(1-x_2)$. It cannot lie below the lowest corner value. Since $w=0$ at the corners, a global minimum must satisfy $w(x_1)+w(x_2)\le0$.

Take $y\le1/2$. Then $1-y\ge1/2$ and $(1-y)\ln(1-y)\ge-y$, so with $t=a/4kT$

$$\frac{w(y)}{kT}\ge g(y)=y(t-1+\ln y).$$

The derivative $g'=t+\ln y$ vanishes at $y=e^{-t}$, where $g=-e^{-t}$. So $w\ge-kTe^{-t}$, and by the symmetry $w(y)=w(1-y)$ this holds for all fillings. One gallery can gain no more than this, so the other must have $w\le kTe^{-t}$. But $g$ increases beyond $e^{-t}$ and already equals $e^{2-t}>e^{-t}$ at $y=e^{2-t}$. At low temperature, each filling in a global minimum is therefore within

$$\delta=e^{2}e^{-a/4kT}$$

of 0 or 1. In these small squares around the corners the second derivatives of $G$ are $kT/[x_i(1-x_i)]-a$ on the diagonal and $b$ off it. Once $\delta<kT/(a+b)$, both diagonal elements exceed $b$, the matrix is positive definite, and each square contains one minimizer, which moves continuously with $\mu$.

Let $\Omega_E$, $\Omega_S$ and $\Omega_F$ be the least values in the empty, stage-two and full squares. Since $d\Omega/d\mu=-N$ at a minimum, and $N$ is close to 0, 1 and 2 respectively, the difference of any two is monotonic in $\mu$ and changes sign once. Exchange of lithium and vacancies, $x_i\to1-x_i$ with $\mu\to2\mu_0-\mu$, maps empty to full, so $\Omega_E=\Omega_F$ at $\mu_0$. There $\Omega_S$ is lower than both. Hence empty gives way to stage two once, below $\mu_0$, and stage two gives way to full once, above $\mu_0$. At sufficiently low temperature there are exactly two plateaus.

Their leading thermal shifts come from dilute defects. A defect of cost $E$ and density $y\ll1$ contributes $Ey+kT(y\ln y-y)$ to $\Omega$. The minimum is at $y=e^{-E/kT}$, with value $-kTy$. Near $\mu_A$, an atom in an empty gallery costs $\varepsilon-\mu=a/2$ if the neighbouring galleries are also empty. In stage two, a vacancy in the full gallery costs $\mu-\varepsilon+a=a/2$, and an atom in the empty gallery costs $\varepsilon+b-\mu=a/2+b$. With $q=e^{-a/2kT}$ and $r=e^{-b/kT}$,

$$\Omega_E\simeq-2kTq,\qquad \Omega_S\simeq\mu_A-\mu-kTq(1+r).$$

Equating them, and using the exchange symmetry for the second plateau, gives

$$\mu_1\simeq\mu_A+kTq(1-r),\qquad \mu_2\simeq\mu_B-kTq(1-r).$$

The first plateau runs from $x\simeq q$ to $x\simeq(1-q+qr)/2$. As $T\to0$ the voltages tend to $-\mu_A/e$ and $-\mu_B/e$. At finite temperature the dilute phase gains more entropy than stage two, because both of its galleries accept atoms at the lower cost. It therefore survives to slightly higher $\mu$.

For an example, take the round parameters $\varepsilon=-20$ meV, $a=200$ meV and $b=40$ meV at 298.15 K, where $kT=25.69$ meV. The zero-temperature plateaus are at $20+100=120$ mV and $120-40=80$ mV. Further,

$$q=e^{-100/25.69}=0.0204,\qquad r=e^{-40/25.69}=0.211,$$

$$kTq(1-r)=25.69\times0.0204\times0.789=0.41\ \text{meV}.$$

Solving the stationarity and equal-$\Omega$ conditions in full gives a shift of 0.46 meV, so the leading formula is about 10% below the full model value. The plateaus lie at 119.5 and 80.5 mV, 39.1 mV apart. The first starts at $x=0.0235$ rather than 0.0204, mainly because the dilute atoms attract one another. With $x_1=x_2=x$ the stationarity condition reads

$$\frac{x}{1-x}=\exp\frac{\mu-\varepsilon+(a-b)x}{kT}=\exp\frac{-119.54+20+160\times0.0235}{25.69}=0.0240,$$

which returns $x=0.0235$. The plateau ends at $x=0.4905$, where the two galleries are filled to 0.976 and 0.005. The second runs from 0.5095 to 0.9765. With 371.9 mAh per gram of carbon at $x=1$, each plateau carries $0.467\times371.9=174$ mAh/g.

At this temperature the bound $\delta$ is not small, so the proof of the count does not apply; for these parameters the condition $\delta<kT/(a+b)$ holds only below about 110 K. The convex hull of $G$, built from a fine grid of both fillings with no phases assumed, gives two tie lines, in agreement with the voltages and end points above. It gives one for $b=-40$ meV at the same $a$. For $a=0$ and $b=240$ meV, which holds $a+b$ fixed, it gives no tie line longer than 0.05 in $x$. Repulsion alone can thus order the galleries without producing flat plateaus.

How far up in temperature do the plateaus survive? A minimum needs $kT/[x_i(1-x_i)]\ge a$ for each gallery. Since $x_i(1-x_i)\le1/4$, this forbids a band of fillings around one half when $kT<a/4$, here below 580 K. At $\mu_0$ one gallery lies above the band and the other below it, so each must cross by a jump, on opposite sides of $\mu_0$. Such a jump also changes $x$, and so gives a plateau. To see this, hold $x$ fixed and write the fillings as $x\pm\eta$. The slope of $\Omega$ in $\eta$ is $kT[s'(x+\eta)-s'(x-\eta)]-2(a+b)\eta$. It vanishes at $\eta=0$ and is strictly convex for $\eta>0$, because $s'''$ increases with filling. It therefore has at most one further zero, and only one value of $|\eta|$ gives a minimum at each $x$. This condition is sufficient for jumps, but it does not mark where they end.

To locate the end when the repulsion is weak compared with the attraction, as in the example, set $x_1=x+\eta$ and $x_2=x-\eta$, with $p=x(1-x)$. Expanding the entropy gives $s(x_1)+s(x_2)=2s+s''\eta^2+s''''\eta^4/12$, with $s''=1/p$. Therefore

$$\Omega=\Omega_u(x)+A(x)\eta^2+\frac{kT}{12}s''''\eta^4,\qquad A=\frac{kT}{p}-(a+b),$$

$$\Omega_u=2\varepsilon x-(a-b)x^2+2kTs(x)-2\mu x.$$

Equal filling becomes unstable where $A=0$, that is, on the line $kT=(a+b)p$. On this line $\Omega_u''=2kT/p-2(a-b)=4b$. The mean filling may shift by $\xi$, which adds $2b\xi^2+A'\xi\eta^2$. The minimum is at $\xi=-A'\eta^2/4b$ and lowers $\Omega$ by $A'^2\eta^4/8b$. The derivatives needed are

$$A'=kTs'''=-kT\frac{1-2x}{p^2},\qquad s''''=\frac{2(1-3p)}{p^3}.$$

With $(1-2x)^2=1-4p$ and $kT=(a+b)p$, the net coefficient of $\eta^4$ is

$$\frac{a+b}{p^2}\left[\frac{1-3p}{6}-\frac{(a+b)(1-4p)}{8b}\right].$$

If it is positive, the order grows continuously from zero, provided no minimum at larger $\eta$ lies lower. If it is negative, $\Omega$ falls at finite $\eta$ and the transition is a jump. Setting the bracket to zero and multiplying by $24b$ gives $4b(1-3p)=3(a+b)(1-4p)$, so $12ap=3a-b$ and

$$kT_t=\frac{(a+b)(3a-b)}{12a}.$$

For the example, $kT_t=240\times560/2400=56$ meV, or 650 K. Stage two itself persists at $x=1/2$ up to $kT=(a+b)/4=60$ meV, or 696 K. The expansion is local in $\eta$ and could miss a jump to a distant minimum. The hull gives no sign of one in the example: it has two tie lines longer than 0.05 in $x$ at $0.85\,T_t$ and none at $1.04\,T_t$. The formula must not be used for strong repulsion. It already fails from about $b=1.7a$, and for $b>2a$ the failure is evident: it gives $kT_t<a/4$, or no positive $T_t$ at all if $b\ge3a$, yet jumps were shown above to exist whenever $kT<a/4$. There the plateaus end at a critical point inside the ordered phase, where two unequally filled states with different $x$ become identical. An expansion about equal filling does not see this point.

The line $A=0$ also limits how long the dilute phase can persist if stage two fails to nucleate. At 298.15 K this happens at $x=0.122$ and 90 mV, 29 mV below the equilibrium plateau. In mean field this is the largest possible overshoot, not a forecast of the measured one. It is comparable with the 39 mV between plateaus, so hindered nucleation could in principle distort the voltage curve noticeably.

The parameters were chosen to put the plateaus near the rough measured values for graphite, about 0.1 V, so the voltages themselves are not predictions. Measured curves also show steps at higher voltage, up to roughly 0.2 V, associated with more dilute stages, some of which have more empty galleries between full ones. Two sublattices cannot represent stages of this last kind, and the model's first plateau starts at too small an $x$. To see how further stages can arise, though not to reproduce their measured voltages, add at $T=0$ a repulsion $c$ for each pair of second-neighbour galleries. In the same count a pair of adjacent galleries carries $b/2$. Relative to $\mu_Ax$, the energies per gallery for one full gallery in three, one in two, two in three, and all full are

$$0,\qquad \frac c2,\qquad \frac b6+\frac c3,\qquad \frac b2+c.$$

For $0<4c<b$, dividing successive differences by the changes of $x$ puts the steps at $0$, $3c$, $b-c$ and $b+2c$ above $\mu_A$. A trial value $c=2$ meV thus opens a stage-three window of 6 mV at $x=1/3$ and narrows stage two from 40 to 32 mV. It also opens a 6 mV window at $x=2/3$, a result of the symmetry between atoms and vacancies that real graphite need not share. Enumeration of all periodic stacks of 12 galleries gives the same three windows.

The mean-field treatment of each gallery is the other weak point. Suppose the attraction acts between nearest neighbours alone on a triangular lattice of sites. With three bonds per site, a bond energy $-u$ gives $3u=a/2$, so $u=a/6=33.3$ meV. Writing occupations as $(1+\sigma)/2$ with $\sigma=\pm1$ turns this into an Ising model with coupling $J=u/4$. Its known critical condition, $e^{4J/kT}=3$, is quoted here rather than derived. It gives $kT=u/\ln3$, or 352 K, and a transfer-matrix estimate from strips 5 and 6 sites wide agrees within 1%. Mean field gives 580 K for the same isolated layer. At room temperature such a layer still separates into dense and dilute regions, but with a margin of about 54 K instead of 280 K. The limit of 650 K for the coupled galleries should therefore not be read as a property of graphite. Within the mean-field model the plateau separation changes little around room temperature: it is 39.6 mV at 253.15 K and 38.5 mV at 333.15 K. The numerical output below lists these values.

## Computed values

```
Site energy eps: -20 meV
In-plane attraction a: 200 meV
Gallery repulsion b: 40 meV
Temperature: 298.15 K
Thermal energy kT: 25.69 meV
T=0 first plateau: 120.0 mV
T=0 second plateau: 80.0 mV
First plateau voltage: 119.54 mV
Second plateau voltage: 80.46 mV
Plateau separation: 39.08 mV
First plateau starts at x: 0.0235
First plateau ends at x: 0.4905
Second plateau starts at x: 0.5095
Second plateau ends at x: 0.9765
Stage two at first plateau, fuller gallery: 0.9763
Stage two at first plateau, emptier gallery: 0.0047
q = exp(-a/2kT): 0.0204
r = exp(-b/kT): 0.2108
Leading-order plateau shift: 0.414 meV
Full plateau shift: 0.458 meV
Leading-order stage-two edge x: 0.4919
Full capacity of LiC6 per gram C: 371.9 mAh/g
Capacity on first plateau: 173.7 mAh/g
Capacity on second plateau: 173.7 mAh/g
Separation at 253.15 K: 39.60 mV
First plateau start x at 253.15 K: 0.0111
Separation at 333.15 K: 38.46 mV
First plateau start x at 333.15 K: 0.0374
Sufficient limit a/4k for jumps: 580 K
Tricritical temperature, formula: 649.9 K
Tricritical temperature, numerical: 649.8 K
Stage-two ordering limit at x=1/2: 696.3 K
Plateaus found by hull, b > 0: 2
Plateaus found by hull, b = -40 meV: 1
Plateaus found by hull, a = 0, b = 240 meV: 0
Dilute phase metastable up to x: 0.1219
Voltage at that limit: 90.2 mV
Largest overshoot below first plateau: 29.3 mV
Nearest-neighbour bond a/6: 33.3 meV
Triangular-layer critical temperature: 352.1 K
Same from strips of width 5 and 6: 352.2 K
Ratio to mean-field layer value: 0.607
Trial second-neighbour repulsion c: 2.0 meV
Window at x=1/3 with c: 6.0 mV
Window at x=1/2 with c: 32.0 mV
Window at x=2/3 with c: 6.0 mV
```
